# Binding by a Single-Site Impurity in One, Two and Three Dimensions

## The question

A particle moves on an infinite lattice in \(d\) dimensions: a chain (\(d=1\)), a square lattice (\(d=2\)) or a simple cubic lattice (\(d=3\)), with lattice constant 1. It hops between nearest neighbours with amplitude \(-t\), \(t>0\). The site at the origin is lowered in energy by \(U>0\). This is the Koster-Slater model with a single orbital per site:

\[
E\,\psi(\mathbf r)=-t\sum_{\boldsymbol\delta}\psi(\mathbf r+\boldsymbol\delta)-U\,\delta_{\mathbf r,0}\,\psi(0),
\]

where \(\boldsymbol\delta\) runs over the \(2d\) nearest-neighbour vectors. There is no Coulomb tail, no interaction between particles and no lattice relaxation. The clean band starts at \(-2dt\). Write \(E=-2dt-\Delta\) and call \(\Delta\) the depth. A bound state here means a normalisable state with \(\Delta>0\).

## Part (a)

*Derive the equation that fixes \(\Delta\). How many bound states can there be, and when is there one?*

**Answer.** Define \(\psi_{\mathbf k}=\sum_{\mathbf r}e^{-i\mathbf k\cdot\mathbf r}\psi(\mathbf r)\), so that \(\psi(0)=\int_k\psi_{\mathbf k}\), where \(\int_k\) stands for \(\int d^dk/(2\pi)^d\) over \(-\pi<k_i\le\pi\). The hopping term becomes \(-2t\sum_i\cos k_i\,\psi_{\mathbf k}\), and the impurity term becomes the constant \(-U\psi(0)\). With

\[
e_{\mathbf k}=2t\sum_{i=1}^d(1-\cos k_i)\ge 0,
\]

the band energy measured from the band bottom, the Schrödinger equation reads

\[
(e_{\mathbf k}+\Delta)\,\psi_{\mathbf k}=U\psi(0).
\]

If \(\psi(0)=0\), then \(\psi_{\mathbf k}=0\) and there is no state. Otherwise divide by \(e_{\mathbf k}+\Delta\), integrate over \(\mathbf k\) and cancel \(\psi(0)\):

\[
\frac1U=F_d(\Delta),\qquad F_d(\Delta)=\int_k\frac{1}{e_{\mathbf k}+\Delta}.
\]

For \(\Delta>0\) the function \(\psi_{\mathbf k}\) is bounded, so each root gives a normalisable state. Since \(F_d'(\Delta)=-\int_k(e_{\mathbf k}+\Delta)^{-2}<0\), \(F_d\) falls strictly. It starts from \(F_d(0^+)=\int_k 1/e_{\mathbf k}\), which may be infinite, and tends to zero because \(F_d\le1/\Delta\). There is therefore one bound state if \(U F_d(0^+)>1\), and none otherwise.

## Part (b)

*In which of the three dimensions does an arbitrarily weak attraction bind? Where it does not, express the threshold as an integral and decide whether the state at threshold is bound.*

**Answer.** The matter is decided by small \(k\). From \(1-\cos x\le x^2/2\) we have \(e_{\mathbf k}\le tk^2\). Keeping the region \(k<\pi\) alone gives lower bounds on \(F_d\):

\[
F_1(\Delta)\ge\frac1\pi\int_0^\pi\frac{dk}{tk^2+\Delta}
=\frac{1}{\pi\sqrt{t\Delta}}\arctan\!\Big(\pi\sqrt{t/\Delta}\Big),
\]

\[
F_2(\Delta)\ge\frac1{2\pi}\int_0^\pi\frac{k\,dk}{tk^2+\Delta}
=\frac1{4\pi t}\ln\!\Big(1+\frac{\pi^2t}{\Delta}\Big).
\]

Both diverge as \(\Delta\to0\). Hence \(UF_d(0^+)>1\) for every \(U>0\), and any attraction binds in one and two dimensions.

In three dimensions use \(1-\cos x=2\sin^2(x/2)\) and \(\sin y\ge2y/\pi\) for \(0\le y\le\pi/2\). Together they give \(e_{\mathbf k}\ge4tk^2/\pi^2\). The integral of \(1/k^2\) over a finite volume converges, because \(d^3k\) supplies a factor \(k^2\). So \(F_3(0^+)\) is finite. Taking \(2t\) out of \(e_{\mathbf k}\),

\[
F_3(0^+)=\frac{W}{2t},\qquad
W=\int_k\frac{1}{3-\cos k_x-\cos k_y-\cos k_z},\qquad
U_c=\frac{2t}{W}.
\]

\(W\) is the Watson integral. Binding requires \(U>U_c\). At \(U=U_c\) the equation is solved by \(\Delta=0\) and \(\psi_{\mathbf k}=U\psi(0)/e_{\mathbf k}\), but the norm contains

\[
\int_k\frac1{e_{\mathbf k}^2}\ge\frac{1}{2\pi^2t^2}\int_0^\pi\frac{k^2\,dk}{k^4}=\infty .
\]

The threshold state is not normalisable, so the inequality is strict.

## Part (c)

*Reduce \(W\) to a single integral and find the threshold numerically.*

**Answer.** Write \(1/x=\int_0^\infty e^{-sx}ds\) with \(x=3-\sum_i\cos k_i\). The integrand is positive, so the order of integration may be exchanged, and the three \(k\) integrals separate. Each is a modified Bessel function, \(I_0(s)=\int_{-\pi}^{\pi}e^{s\cos k}dk/2\pi\):

\[
W=\int_0^\infty\big[e^{-s}I_0(s)\big]^3ds .
\]

The integrand falls slowly, so the tail beyond a cut \(S\) is done by series. With \(u=\sin(k/2)\),

\[
e^{-s}I_0(s)=\frac2\pi\int_0^1\frac{e^{-2su^2}}{\sqrt{1-u^2}}\,du,\qquad
\frac1{\sqrt{1-u^2}}=1+\frac{u^2}{2}+\frac{3u^4}{8}+\dots
\]

For large \(s\) the upper limit may be moved to infinity. The Gaussian averages are \(\langle u^2\rangle=1/(4s)\) and \(\langle u^4\rangle=3/(16s^2)\), so

\[
e^{-s}I_0(s)=\frac1{\sqrt{2\pi s}}\Big[1+\frac1{8s}+\frac9{128s^2}+\dots\Big].
\]

In the cube, the \(1/s\) coefficient is \(3/8\), and the \(1/s^2\) coefficient is \(3\cdot\frac{9}{128}+3\cdot\frac1{64}=\frac{33}{128}\). Integrating term by term from \(S\),

\[
W_{\rm tail}=(2\pi)^{-3/2}\Big[2S^{-1/2}+\tfrac14S^{-3/2}+\tfrac{33}{320}S^{-5/2}+\dots\Big].
\]

For \(S=50\) the tail is 0.018004, and numerical quadrature from 0 to 50 gives 0.487458. Thus

\[
W=0.487458+0.018004=0.505462,\qquad U_c=\frac{2t}{0.505462}=3.957\,t ,
\]

or \(3.96\,t\) to three figures. This is about one third of the band width \(12t\). The known closed form \(W=\frac{\sqrt6}{96\pi^3}\Gamma(\frac1{24})\Gamma(\frac5{24})\Gamma(\frac7{24})\Gamma(\frac{11}{24})\), quoted here without proof and not needed for the result, also gives 0.505462.

## Part (d)

*Place hard walls at distance \(R\) from the impurity, so that \(\psi=0\) when any \(x_i=\pm R\). Find the strength \(U_c(R)\) at which the lowest level crosses \(-2dt\). What does it say about the infinite lattice?*

**Answer.** Along one axis the modes are \(R^{-1/2}\sin[n\pi(x+R)/2R]\), \(n=1,\dots,2R-1\). At \(x=0\) the even modes vanish and the odd ones have squared amplitude \(1/R\). Expanding \(\psi\) in products of these modes and repeating part (a) with \(\Delta=0\) gives

\[
\frac1{U_c(R)}=\frac1{R^d}\sum_{\mathbf k}\frac1{e_{\mathbf k}},\qquad
k_i=\frac{(n_i-\frac12)\pi}{R},\quad n_i=1,\dots,R .
\]

This is the midpoint rule for \(F_d(0^+)\).

Suppose the box has a level below \(-2dt\). Its wave function, continued by zeros, has the same energy expectation in the infinite lattice, so \(\langle e\rangle<U|\psi(0)|^2\). The Cauchy-Schwarz inequality gives

\[
|\psi(0)|^2=\Big|\int_k\psi_{\mathbf k}\Big|^2\le\int_k e_{\mathbf k}|\psi_{\mathbf k}|^2\int_k\frac1{e_{\mathbf k}}=\langle e\rangle F_d(0^+).
\]

Combining the two, \(UF_d(0^+)>1\): the infinite lattice binds as well. Each \(U_c(R)\) is therefore an upper bound on the true threshold.

*Dependence on \(R\).* In one dimension the state at the crossing is linear on each side, \(\psi=\psi(0)(1-|x|/R)\). The equation at the origin, \(2t\psi(0)/R=U\psi(0)\), gives \(U_c(R)=2t/R\).

For \(d=2,3\), divide the sum into cells of side \(\pi/R\). The cells within a fixed number of cell widths of \(\mathbf k=0\) have \(1/e_{\mathbf k}\propto R^2\) and contribute an amount of order \(R^{2-d}\). In two dimensions this is a constant. The remaining cells approximate \(\pi^{-2}\int d^2k/(tk^2)\) over a quarter plane down to \(k\sim1/R\), which grows as \((2\pi t)^{-1}\ln R\). Hence, for large \(R\), \(1/U_c(R)\) gains \(\ln2/(2\pi t)=0.1103/t\) per doubling of \(R\); the sums for \(R=160\) and 320 differ by this amount. In three dimensions \(1/U_c(R)\) approaches its limit with an error of order \(1/R\).

| \(R\) | 1D, \(U_c(R)/t\) | 2D, \(U_c(R)/t\) | 3D, \(U_c(R)/t\) |
|---|---|---|---|
| 5 | 0.400 | 1.905 | 4.189 |
| 20 | 0.100 | 1.340 | 4.012 |
| 80 | 0.025 | 1.034 | 3.970 |

The 1D and 2D thresholds go to zero, the latter only as \(1/\ln R\). Removing the \(1/R\) error from the 3D values of \(1/U_c(R)\) at \(R=40\) and 80 gives \(U_c=3.9568\,t\), in agreement with part (c).

## Part (e)

*Find the depth of the bound state: in closed form for \(d=1\), for weak attraction in \(d=2\), and just above threshold in \(d=3\). Relate the weight on the impurity site to the depth.*

**Answer. One dimension.** Let \(A=2t+\Delta\) and \(z=e^{ik}\). Then

\[
F_1=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\frac1{A-2t\cos k}
=\oint\frac{dz}{2\pi i}\,\frac{1}{Az-tz^2-t}=\frac1{\sqrt{A^2-4t^2}},
\]

from the pole inside the unit circle, \(z=(A-\sqrt{A^2-4t^2})/2t\). Setting \(F_1=1/U\),

\[
\Delta=\sqrt{4t^2+U^2}-2t .
\]

For weak attraction \(\Delta\approx U^2/4t\). For \(U\gg t\), \(\Delta\approx U-2t\): the particle sits on the impurity at energy \(-U\).

**Two dimensions.** Do the \(k_x\) integral with the same formula, replacing \(\Delta\) by \(a=\Delta+2t(1-\cos k_y)\). Since \((2t+a)^2-4t^2=a(a+4t)\),

\[
F_2=\frac1\pi\int_0^\pi\frac{dk}{\sqrt{a(a+4t)}} .
\]

Put \(\eta=\Delta/t\) and \(s=\sin(k/2)\), so \(a=t(\eta+4s^2)\) and \(dk=2\,ds/\sqrt{1-s^2}\). For \(\eta\ll1\), \(\sqrt{a+4t}\approx2\sqrt{t(1+s^2)}\), and

\[
F_2\approx\frac1{\pi t}\int_0^1\frac{ds}{\sqrt{1-s^4}\,\sqrt{\eta+4s^2}} .
\]

Write \(1/\sqrt{1-s^4}=1+(1/\sqrt{1-s^4}-1)\). The first term gives \(\frac12\operatorname{arsinh}(2/\sqrt\eta)\approx\frac12\ln(4/\sqrt\eta)\). In the second, \(\eta\) may be set to zero. With \(s^2=\sin\theta\) it becomes

\[
\frac14\int_0^{\pi/2}\frac{1-\cos\theta}{\sin\theta}\,d\theta
=\frac14\int_0^{\pi/2}\tan\frac\theta2\,d\theta=\frac14\ln2 .
\]

The sum is \(\frac14\ln(32/\eta)\). Therefore \(1/U\approx(4\pi t)^{-1}\ln(32t/\Delta)\), or

\[
\Delta\approx32\,t\,e^{-4\pi t/U}.
\]

**Three dimensions.** Subtract the bound-state condition from its threshold form:

\[
\frac1{U_c}-\frac1U=F_3(0^+)-F_3(\Delta)=\Delta\int_k\frac1{e_{\mathbf k}(e_{\mathbf k}+\Delta)} .
\]

For small \(\Delta\) the integral is dominated by \(k\sim\sqrt{\Delta/t}\), where \(e_{\mathbf k}\approx tk^2\). The rest contributes a correction of order \(\Delta\) to the right-hand side. To leading order

\[
\frac1{U_c}-\frac1U\approx\frac{\Delta}{2\pi^2t}\int_0^\infty\frac{dk}{tk^2+\Delta}
=\frac{\sqrt\Delta}{4\pi t^{3/2}},
\qquad
\Delta\approx16\pi^2t^3\Big(\frac1{U_c}-\frac1U\Big)^2 .
\]

The level leaves the band quadratically in \(U-U_c\).

**Site weight.** Normalisation requires \(1=\int_k|\psi_{\mathbf k}|^2=-U^2|\psi(0)|^2F_d'(\Delta)\). Differentiating \(F_d(\Delta)=1/U\) with respect to \(U\) gives \(F_d'(\Delta)\,d\Delta/dU=-1/U^2\). Hence

\[
|\psi(0)|^2=\frac{d\Delta}{dU}.
\]

In three dimensions it vanishes linearly at threshold. A shallow state therefore lies mostly outside the impurity site.

## Part (f)

*Compare the three dimensions for \(U=1\), 2, 4 and \(6\,t\), and discuss the accuracy of the limiting laws.*

**Answer.** Numerical solution of \(UF_d(\Delta)=1\) gives these depths in units of \(t\):

| \(U/t\) | 1D | 2D | 3D |
|---|---|---|---|
| 1 | 0.236 | 0.000112 | none |
| 2 | 0.828 | 0.0575 | none |
| 4 | 2.472 | 1.046 | 0.00117 |
| 6 | 4.325 | 2.683 | 1.104 |

In two dimensions at \(U=2t\), the weak-binding law gives \(32e^{-2\pi}t=0.0598\,t\), 4% above the numerical root. At \(U=t\) the two agree to about two parts in \(10^4\). At long distance \(\psi_{\mathbf k}\propto1/(tk^2+\Delta)\) corresponds to a decay length \(\sqrt{t/\Delta}\), about 95 sites for \(U=t\). This is why a box with \(R=80\) still needs \(1.034\,t\) to bring its level below the band bottom.

In three dimensions at \(U=4t\), \(1/U_c-1/U=(0.25273-0.25000)/t=0.00273/t\), and the threshold law gives \(0.00118\,t\), 1% above the root. At \(U=6t\) it gives \(1.170\,t\), 6% too high. This closeness is partly accidental: the error is about 10% at \(U=5t\) and changes sign just below \(U=7t\), so the law should be trusted only near threshold. From \(U=4t\) to \(U=6t\) the site weight rises from 0.053 to 0.773: the first state is shallow, with a decay length \(\sqrt{t/\Delta}\) of about 29 lattice constants, and the second is compact. Direct diagonalization of a hard-wall box of \(19^3\) sites at \(U=6t\) gives a depth of \(1.1039\,t\) and a weight of 0.773, in agreement with the infinite-lattice result.

## Part (g)

*The same impurity is put in a periodic cubic supercell of \(N=L^3\) sites, and the lowest level at zero supercell wave vector is found below the clean band bottom. Does this prove binding?*

**Answer.** No. The allowed wave vectors are now discrete and include \(\mathbf k=0\), where \(e_{\mathbf k}=0\):

\[
\frac1U=\frac1{N\Delta_N}+\frac1N\sum_{\mathbf k\ne0}\frac1{e_{\mathbf k}+\Delta_N}.
\]

The first term diverges as \(\Delta_N\to0\), so a root exists for every \(U>0\), bound or not. For \(U<U_c\) and large \(N\), \(\Delta_N\sim t/N\) is small compared with the lowest non-zero \(e_{\mathbf k}\sim t(2\pi/L)^2\). The remaining sum then tends to \(F_3(0^+)=1/U_c\), and

\[
\Delta_N\approx\frac{1}{N\,(1/U-1/U_c)} .
\]

At \(U=2t\) the bracket is \((0.5000-0.2527)/t=0.2473/t\), and the law gives \(0.00790\,t\) for \(L=8\) and \(0.00099\,t\) for \(L=16\). Diagonalization gives \(0.00708\,t\) and \(0.00093\,t\). The law is 12% and 6% too high relative to these; the excess halves as \(L\) doubles, as expected from an error of order \(1/L\) in the sum. At \(U=6t\) the depths are \(1.1045\,t\) and \(1.1039\,t\), already settled. Binding is thus judged by how the level behaves as the cell grows: a shift that vanishes as \(1/N\) is not a bound state. Near threshold this test needs large cells. At \(U=4t\) the state is bound with a depth of \(0.00117\,t\), but its decay length is 29 lattice constants, and the supercell depth still falls from \(0.0171\,t\) at \(L=16\) to \(0.0051\,t\) at \(L=32\). Just below threshold the \(1/N\) law likewise sets in only for large \(L\).

## Part (h)

*Where may the three-dimensional threshold be applied to an impurity in a solid?*

**Answer.** The value \(3.96\,t\) applies to a neutral perturbation confined to one site and acting on a single band with the simple cubic nearest-neighbour dispersion \(e_{\mathbf k}\). If such a band is 6 eV wide, \(t=0.5\) eV and the threshold is about 2.0 eV. Real bands may have another dispersion or be degenerate, and an impurity may also alter the hopping to its neighbours. Each of these can change the threshold, by an amount that this model does not supply.

A charged donor breaks the short-range assumption altogether. Let the tail be \(-C/r\), with \(r\) in lattice constants and \(C>0\) an energy. For a trial state \(e^{-r/b}\) with \(b\gg1\), the kinetic energy above the band bottom is \(t/b^2\), since \(e_{\mathbf k}\approx tk^2\), and the mean potential energy is \(-C/b\). The total is negative once \(b>t/C\), and the attractive site term lowers it further. The threshold in \(U\) then drops to zero: the tail binds a state by itself. The value \(3.96\,t\) must not be used for such a donor. This argument assumes an unscreened tail. Free carriers in a doped solid cut the tail off at a screening length, and if that length is short enough the tail alone no longer binds.

The numerical output below gives further box sizes and digits.

## Computed values

```
All energies in units of the hopping t; depth = below band bottom
Watson integral, part s < 50: 0.487458
Watson integral, tail s > 50: 0.018004
Watson integral W: 0.505462
gamma-function form of W: 0.505462
3D threshold U_c = 2/W: 3.9568 t
Hard-wall box thresholds U_c(R) in t:
  R =  5: 1D 0.4000  2D 1.9052  3D 4.1893
  R = 10: 1D 0.2000  2D 1.5731  3D 4.0690
  R = 20: 1D 0.1000  2D 1.3402  3D 4.0120
  R = 40: 1D 0.0500  2D 1.1676  3D 3.9842
  R = 80: 1D 0.0250  2D 1.0343  3D 3.9704
3D box threshold extrapolated from R = 40, 80: 3.9568 t
2D growth of 1/U_c(R), R = 160 to 320: 0.11032 /t
ln 2/(2 pi): 0.11032 /t
Bound-state depth in t, infinite lattice:
  U = 1 t: 1D 2.3607e-01  2D 1.1158e-04  3D none
  U = 2 t: 1D 8.2843e-01  2D 5.7533e-02  3D none
  U = 4 t: 1D 2.4721e+00  2D 1.0459e+00  3D 1.1659e-03
  U = 6 t: 1D 4.3246e+00  2D 2.6830e+00  3D 1.1039e+00
2D weak-binding law at U = 1 t: 1.1159e-04 t
2D weak-binding law at U = 2 t: 5.9758e-02 t
3D threshold law at U = 4 t: 1.1778e-03 t
3D threshold law at U = 6 t: 1.1697e+00 t
3D impurity-site weight at U = 4 t: 0.0531
3D impurity-site weight at U = 6 t: 0.7730
Diagonalized hard-wall boxes:
  1D, U = 1 t: depth 0.236068 t, site weight 0.4472
  2D, U = 2 t: depth 0.057533 t, site weight 0.1754
  3D, U = 6 t: depth 1.103918 t, site weight 0.7730
Periodic 3D supercells, lowest level below the clean band bottom:
  L =  8: U = 2 t 7.075e-03 t (1/N law 7.899e-03 t), U = 6 t 1.104488 t
  L = 16: U = 2 t 9.335e-04 t (1/N law 9.873e-04 t), U = 6 t 1.103918 t
1/(N depth) at U = 2 t, extrapolated: 0.2470 /t
1/U - 1/U_c at U = 2 t: 0.2473 /t
```
